# How a Positive Mixing Enthalpy Limits Tantalum's Solubility in Copper

**Question.** A thin tantalum film between copper and its surroundings stays a separate layer when heated. One reason given is that tantalum and copper have a positive enthalpy of mixing. Why should that keep them apart when entropy favours mixing, is the positive sign enough, and what sets the amount of tantalum that copper can still dissolve?

**Answer.**

**The cost of unlike neighbours**

Call copper A and tantalum B. Suppose first that both occupy one crystal lattice with $z$ nearest neighbours per site, and that the energy is a sum over nearest-neighbour bonds, $\varepsilon_{AA}$, $\varepsilon_{BB}$ and $\varepsilon_{AB}$. Each A atom has $z$ bonds. Counting bond ends on A atoms, and then on B atoms, gives

$$zN_A=2N_{AA}+N_{AB},\qquad zN_B=2N_{BB}+N_{AB},$$

because an AA bond has two ends on A atoms and an AB bond has one. The energy is therefore

$$E=\varepsilon_{AA}\frac{zN_A-N_{AB}}{2}+\varepsilon_{BB}\frac{zN_B-N_{AB}}{2}+\varepsilon_{AB}N_{AB}.$$

The separate pure crystals have energy $z(\varepsilon_{AA}N_A+\varepsilon_{BB}N_B)/2$. Subtracting it leaves the mixing enthalpy at negligible pressure,

$$H_{\rm mix}=wN_{AB},\qquad w=\varepsilon_{AB}-\tfrac12(\varepsilon_{AA}+\varepsilon_{BB}).$$

If $w>0$, every unlike bond costs energy, and in this model no arrangement on the lattice, ordered or random, has a negative mixing enthalpy. Real crystals have other structures and longer-ranged forces, so the absence of a stable compound between A and B is a separate assumption in what follows.

Let $x$ be the fraction of B. The regular-solution model occupies the $N$ sites at random. Of the $Nz/2$ bonds, a fraction $2x(1-x)$ is then unlike, so that

$$\frac{H_{\rm mix}}{N}=\Omega x(1-x),\qquad \Omega=zw.$$

At equal composition this is $\Omega/4$. A single B atom in a large A crystal has $z$ unlike bonds and costs $zw=\Omega$. The dilute cost per solute is thus four times the equiatomic enthalpy per atom.

**Why the sign is not enough**

The number of ways to place the atoms is $N!/(N_A!N_B!)$. With $\ln N!\approx N\ln N-N$, its logarithm is $-N[x\ln x+(1-x)\ln(1-x)]$. Temperature is measured as the energy $\tau=k_BT$; entropies are then in units of $k_B$, and the numbers below are in eV. The free energy of mixing per atom on one lattice is

$$g=\Omega x(1-x)+\tau[x\ln x+(1-x)\ln(1-x)].$$

Two derivatives give

$$g''=\frac{\tau}{x(1-x)}-2\Omega.$$

The first term is smallest at $x=1/2$, where $g''=4\tau-2\Omega$. If $\Omega<2\tau$, the curve is convex throughout. Any split into two compositions then lies on a chord above the curve and raises the free energy, so the elements mix in all proportions. If $\Omega>2\tau$, the curve is concave near the middle, and splitting lowers the free energy.

At $\tau=0.060$ eV this mean-field threshold is $0.120$ eV. Random occupation underestimates it: when like atoms may cluster locally, the bond model separates only at larger $\Omega$, for example at $4\ln(1+\sqrt2)\,\tau=3.53\tau$ on the square lattice. A positive $\Omega=0.10$ eV would therefore leave two elements of the same structure fully miscible. What matters is the size of the enthalpy relative to the thermal energy.

**Two different crystals**

Copper is face-centred cubic and tantalum, in its stable form, is body-centred cubic. A tantalum atom dissolved in copper must also give up its own structure. Let $\alpha$ be the A-rich phase and $\beta$ the B-rich phase, and take each pure element in its own structure as the zero of free energy. Let $\delta_B>0$ be the free energy per atom of pure B in structure $\alpha$, and $\delta_A>0$ that of pure A in structure $\beta$. Then

$$g_\alpha=\delta_Bx+\Omega_\alpha x(1-x)+\tau[x\ln x+(1-x)\ln(1-x)].$$

With $y$ the fraction of A in $\beta$, exchanging the roles of the elements gives

$$g_\beta=\delta_Ay+\Omega_\beta y(1-y)+\tau[y\ln y+(1-y)\ln(1-y)].$$

The two $\Omega$ values may differ because the surroundings of an atom differ.

At equilibrium, moving a few B atoms from one phase to the other must leave the total free energy unchanged to first order. The chemical potential $\mu_B=\partial(Ng)/\partial N_B$ must therefore be equal in both phases, and likewise $\mu_A$. Since $x=N_B/N$, we have $\partial x/\partial N_B=(1-x)/N$, and hence $\mu_B^\alpha=g_\alpha+(1-x)g_\alpha'$. The derivative is

$$g_\alpha'=\delta_B+\Omega_\alpha(1-2x)+\tau[\ln x-\ln(1-x)].$$

In the sum, the $\delta_B$ terms add to $\delta_B$. The $\Omega_\alpha$ terms give $(1-x)[x+1-2x]=(1-x)^2$. The terms in $\ln(1-x)$ cancel, and those in $\ln x$ add to $\tau\ln x$. Thus

$$\mu_B^\alpha=\delta_B+\Omega_\alpha(1-x)^2+\tau\ln x.$$

For the majority element, $\partial x/\partial N_A=-x/N$, so

$$\mu_A^\alpha=g_\alpha-xg_\alpha'=\Omega_\alpha x^2+\tau\ln(1-x).$$

The same results with the elements exchanged hold in $\beta$. Equating the chemical potentials of B gives

$$\ln x=-\frac{\delta_B+\Omega_\alpha(1-x)^2}{\tau}+\ln(1-y)+\frac{\Omega_\beta y^2}{\tau}.$$

When both fractions are small, the right side tends to $-(\delta_B+\Omega_\alpha)/\tau$. The dilute solubility is

$$x_0=e^{-E_B/\tau},\qquad E_B=\Omega_\alpha+\delta_B.$$

In the same way $y_0=e^{-E_A/\tau}$ with $E_A=\Omega_\beta+\delta_A$. Expanding $(1-x)^2\approx1-2x$ and $\ln(1-y)\approx-y$ gives the leading correction

$$\ln\frac{x}{x_0}\approx\frac{2\Omega_\alpha x_0}{\tau}-y_0.$$

The first term is positive because dissolved B atoms make the crystal less hostile to further B. The second is negative because A dissolved in $\beta$ dilutes the source of B.

The solubility is small but never zero at finite temperature: as $x\to0$, the term $\tau\ln x$ falls without limit, so in a large enough crystal the first solute atoms lower the free energy. If solutes also change the vibrations, $E_B$ must be read as a free energy. Writing it as $H-\tau s$ multiplies the solubility by $e^s$.

**Numbers for a model pair**

The following round values are model parameters and not data for tantalum and copper:

- $\Omega_\alpha=0.60$ eV and $\Omega_\beta=0.50$ eV
- $\delta_A=0.10$ eV and $\delta_B=0.20$ eV
- $\tau=0.060$ eV

The cost of dissolving B is $E_B=0.60+0.20=0.80$ eV, so

$$x_0=e^{-0.80/0.060}=e^{-13.33}=1.62\times10^{-6}.$$

This is about 1.6 B atoms per million at $0.060$ eV (696 K). For A in $\beta$, $E_A=0.60$ eV and $y_0=e^{-10}=4.54\times10^{-5}$.

Solving both equilibrium conditions without the dilute approximation also gives $x=1.62\times10^{-6}$. The predicted correction is

$$\frac{2(0.60)(1.62\times10^{-6})}{0.060}-4.54\times10^{-5}=-1.30\times10^{-5},$$

in agreement with the full solution in the numerical output.

**How much of this is due to unlike bonds?**

Set both $\Omega$ values to zero and keep the structural costs. With $a=\delta_A/\tau$ and $b=\delta_B/\tau$, the equilibrium conditions become

$$x=e^{-b}(1-y),\qquad y=e^{-a}(1-x).$$

Inserting the second into the first gives $x=e^{-b}(1-e^{-a}+e^{-a}x)$. Collecting the terms in $x$,

$$x=\frac{e^{-b}(1-e^{-a})}{1-e^{-a-b}}.$$

Here $a=1.67$ and $b=3.33$, which gives $x=0.029$ and $y=0.18$. The difference in structure alone limits mixing, but only to about three per cent of B in $\alpha$. Restoring the $\Omega$ terms lowers $x$ by the factor $5.6\times10^{-5}$. This differs from $e^{-\Omega_\alpha/\tau}=4.5\times10^{-5}$ because the comparison state has a $\beta$ phase diluted by 18 per cent of A, which reduces its own $x$ by the factor $1-y$.

For a picture in lengths, put a 1000 angstrom layer of A against a 20 angstrom film of B, with equal areas and equal atomic volumes (a simplification: a tantalum atom takes about 1.5 times the volume of a copper atom, which would scale the dissolved thicknesses below by that factor). Saturated $\alpha$ holds $x/(1-x)$ B atoms per A atom, so the dissolved B corresponds to a thickness

$$1000\,\frac{x}{1-x}=0.0016\ \text{angstrom}.$$

This is an average amount of material, far less than one atomic layer. With both $\Omega$ values zero, the layer could hold 30 angstrom of B. The overall B fraction, $20/1020=0.0196$, would then lie below the solubility limit of $0.029$, and at equilibrium the whole film would dissolve. For these thicknesses and parameters $\Omega_\alpha$ decides whether the film survives, and about $0.04$ eV of it already brings $x$ below $0.0196$. Counting bulk free energies only, a film thicker than about 30 angstrom would not dissolve completely even with both $\Omega$ values zero, because the structural costs remain. Interface energy is left out here and matters for films this thin: if dissolving the film releases a net 1 J/m$^2$, a flat film is unstable up to about 60 angstrom with both $\Omega$ values zero, but only up to about 2 angstrom with the model values.

**Sensitivity to energy and temperature**

If $E_B$ does not depend on temperature, $\ln x_0$ is linear in $1/\tau$ with slope $-E_B$. The full solution gives $2.1\times10^{-9}$ at $\tau=0.04$ eV and $4.5\times10^{-5}$ at $0.08$ eV, and the slope between them returns $0.80$ eV.

A tenfold change in solubility at fixed $\tau$ requires a change in $E_B$ of

$$\tau\ln10=0.060\times2.303=0.138\ \text{eV}.$$

An error of that size in a calculated solution energy therefore changes the predicted solubility by a factor of ten. For real tantalum in copper, the input needed is the free energy of one isolated tantalum atom in copper, relative to tantalum metal. It includes the strain around the larger tantalum atom (about 18 against 12 cubic angstrom per atom), which a continuum estimate puts at several tenths of an eV and which the bond model does not contain, so the real value cannot be assigned to unlike bonds and crystal structure alone. Four times the equiatomic mixing enthalpy of the $\alpha$ structure is not a direct substitute. Even where the regular-solution form holds, it gives $\Omega_\alpha$ if both pure elements are taken in structure $\alpha$, and $\Omega_\alpha+2\delta_B$ if each is taken in its own structure, whereas $E_B=\Omega_\alpha+\delta_B$.

**Does random mixing spoil the dilute law?**

Solutes with $w>0$ attract each other and tend to cluster. Random occupation includes the attraction only on average and ignores the clustering. Two separated B atoms have $2z$ unlike bonds; two adjacent ones have $2z-2$. An adjacent pair at given sites therefore has weight $x_0^2e^{2w/\tau}$. There are $z/2$ such pairs of sites per lattice site, and each pair holds two solutes. Relative to the isolated solutes, pairs contribute

$$2\cdot\frac z2\cdot\frac{x_0^2e^{2w/\tau}}{x_0}=zx_0e^{2w/\tau}.$$

As long as this is small, and larger clusters are rarer still, isolated solutes dominate and the dilute law survives. A complete enumeration of a periodic $4\times4$ square lattice with $\Omega/\tau=16$ tests this. The solubility exceeds $e^{-16}$ by a relative $1.344\times10^{-3}$, against $1.342\times10^{-3}$ from the pair formula. At this large $e^{2w/\tau}=e^8$ the test fixes only the size of the pair term; the remainder, about $19x_0$, combines clusters of three and four solutes with a site-exclusion term $-(z+1)x_0$.

For the model pair on a face-centred cubic lattice, $z=12$ and $w=0.60/12=0.050$ eV. The pair contribution is

$$12(1.62\times10^{-6})e^{0.10/0.060}=1.0\times10^{-4},$$

or about 0.01 per cent of $x_0$. Random placement alone would give pairs a share $zx_0=1.9\times10^{-5}$, so the attraction adds about $8\times10^{-5}$. This amount, $zx_0(e^{2w/\tau}-1)=8.3\times10^{-5}$, replaces the mean-field term $2\Omega_\alpha x_0/\tau=3.2\times10^{-5}$, which is its part linear in $w/\tau$. The correction for the bond model is then $\ln(x/x_0)\approx8.3\times10^{-5}-y_0=+3.8\times10^{-5}$, opposite in sign to the mean-field value $-1.3\times10^{-5}$. The mean-field correction checks the algebra but does not improve the prediction, and both lie below 0.01 per cent.

**What low solubility does not guarantee**

The calculation concerns equilibrium between bulk crystals and contains no rates. Suppose the far side of a tantalum film of thickness $d$ borders a material that removes copper as it arrives. The copper fraction falls from $y$ at the copper side to nearly zero at the other. With $n$ atoms per volume in the film and diffusion coefficient $D$, Fick's law gives the steady flux

$$J=\frac{Dny}{d}.$$

A small $y$ reduces this flux but does not stop it. Grain boundaries offer different sites, with their own solution energies and diffusion coefficients, so the bulk value of $y$ does not fix the flux along them. If no stable compound forms, solution energies that are positive and large compared with $k_BT$ in both directions, for tantalum in copper and for copper in tantalum, explain why the two metals can remain separate phases. Whether the film also blocks copper depends on transport through it.

## Numbers as computed

```
Bond energies AA, BB, AB: -0.50, -0.70, -0.55 eV
Unlike-bond excess w: 0.0500 eV
fcc cost of one isolated solute: 0.6000 eV
Random fcc enthalpy at B fraction 0.25: 0.11300 eV/atom
Its standard error: 0.000062 eV/atom
Regular-solution value, infinite crystal: 0.11250 eV/atom
Number of sites in the fcc test crystal: 256
omega_alpha, omega_beta: 0.60, 0.50 eV
delta_A, delta_B: 0.10, 0.20 eV
Thermal energy tau: 0.060 eV
Temperature equivalent of tau: 696.3 K
Equiatomic mixing enthalpy omega_alpha/4: 0.150 eV/atom
Solution costs E_B, E_A: 0.800, 0.600 eV
E_B/tau, E_A/tau: 13.3333, 10.0000 (no unit)
B in alpha, dilute law: 1.619597e-06 (atomic fraction)
B in alpha, common tangent: 1.619576e-06 (atomic fraction)
A in beta, dilute law: 4.539993e-05 (atomic fraction)
A in beta, common tangent: 4.543425e-05 (atomic fraction)
ln(x/x0), common tangent: -1.3027e-05 (no unit)
ln(x/x0), leading formula: -1.3008e-05 (no unit)
B in alpha with both omegas zero: 0.029132 (atomic fraction)
A in beta with both omegas zero: 0.183373 (atomic fraction)
Solubility ratio, full/zero omega: 5.5594e-05 (no unit)
exp(-omega_alpha/tau): 4.5400e-05 (no unit)
B in alpha at tau = 0.04 eV: 2.0612e-09 (atomic fraction)
B in alpha at tau = 0.06 eV: 1.6196e-06 (atomic fraction)
B in alpha at tau = 0.08 eV: 4.5406e-05 (atomic fraction)
Solution cost from temperature slope: 0.80001 eV
Added cost for tenfold lower solubility: 0.1382 eV
Single-lattice gap threshold 2 tau: 0.120 eV
Weak positive omega: 0.10 eV; fully miscible: True
4 x 4 lattice, omega/tau: 16.0 (no unit)
4 x 4 lattice, enumerated x: 1.126864e-07 (atomic fraction)
4 x 4 lattice, isolated-solute x: 1.125352e-07 (atomic fraction)
4 x 4 relative excess, enumerated: 1.34399e-03 (no unit)
4 x 4 relative excess, pair formula: 1.34185e-03 (no unit)
Example fcc pair correction estimate: 1.0290e-04 (no unit)
A layer and B film thickness: 1000, 20 angstrom
Overall B fraction of the two layers: 0.01961 (atomic fraction)
B thickness dissolved at saturation: 1.6196e-03 angstrom
B thickness capacity with zero omegas: 30.01 angstrom
```
